# Sphere rule for the isotropic diamagnetic spin-orbit coupling of two nuclei

## From the vector potentials to the sign rule

The diamagnetic energy of an electron in a magnetic field is proportional to the square of the vector potential, and a square cannot be negative. If this is carried over to the coupling between two nuclear magnetic moments, all electron density seems to push the diamagnetic spin-orbit coupling in the same direction. That conclusion is wrong. The coupling comes from the cross term in the square of a sum, and a cross term can have either sign. Without knowing where it is negative, one cannot say whether density placed between two nuclei raises or lowers the coupling, nor understand why a small computed value may be the difference of two much larger parts.

Let two nuclei A and B be fixed at a distance $R$. They are treated as point magnetic dipoles with moments $\mathbf m_A$ and $\mathbf m_B$, and the electrons are non-relativistic. The vector from nucleus $K$ to an electron is $\mathbf r_K$, with length $r_K$. In SI units the vector potential of one dipole is

$$
\mathbf A_K=\frac{\mu_0}{4\pi}\,\nabla\times\frac{\mathbf m_K}{r_K}.
$$

It is a curl, so its divergence vanishes, which is the Coulomb gauge condition. The moment does not depend on the electron position. For a constant vector $\mathbf c$ and a function $f$, $\nabla\times(f\mathbf c)=\nabla f\times\mathbf c$. Together with $\nabla(1/r_K)=-\mathbf r_K/r_K^3$ this gives

$$
\mathbf A_K=-\frac{\mu_0}{4\pi}\frac{\mathbf r_K\times\mathbf m_K}{r_K^3}
=\frac{\mu_0}{4\pi}\frac{\mathbf m_K\times\mathbf r_K}{r_K^3}.
$$

The last step reverses the order of the cross product and so removes the minus sign. The potential circulates around the direction of the moment.

An electron has charge $-e$, with $e>0$, and mass $m_e$. Its kinetic energy in the two potentials is

$$
\frac{[\mathbf p+e(\mathbf A_A+\mathbf A_B)]^2}{2m_e}.
$$

The part without $\mathbf p$ is

$$
\frac{e^2}{2m_e}(\mathbf A_A+\mathbf A_B)^2
=\frac{e^2}{2m_e}\left(A_A^2+A_B^2+2\mathbf A_A\cdot\mathbf A_B\right).
$$

The first two terms contain one nucleus each and do not couple the moments. The third contains each moment once, and its factor 2 cancels the 2 in the denominator. The diamagnetic spin-orbit operator for one electron is therefore $(e^2/m_e)\mathbf A_A\cdot\mathbf A_B$.

This operator is already bilinear in the moments, so its contribution to the coupling is its expectation value in the electronic state without nuclear moments. The terms linear in $\mathbf p$, and the interaction of the electron spin with the nuclear fields, are linear in the moments. They reach the bilinear energy through second-order perturbation theory and are separate mechanisms. The operator depends on position alone, so its sum over electrons has an expectation value fixed by the electron number density $\rho(\mathbf r)\ge 0$:

$$
E=\frac{e^2}{m_e}\int\rho\,\mathbf A_A\cdot\mathbf A_B\,dV .
$$

The scalar product of two cross products is needed next. Cyclic exchange in a triple product, followed by expansion of the double cross product, gives

$$
(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)
=\mathbf a\cdot[\mathbf b\times(\mathbf c\times\mathbf d)]
=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)
-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c).
$$

With $\mathbf a=\mathbf m_A$, $\mathbf b=\mathbf r_A$, $\mathbf c=\mathbf m_B$ and $\mathbf d=\mathbf r_B$,

$$
(\mathbf m_A\times\mathbf r_A)\cdot(\mathbf m_B\times\mathbf r_B)
=(\mathbf m_A\cdot\mathbf m_B)(\mathbf r_A\cdot\mathbf r_B)
-(\mathbf m_A\cdot\mathbf r_B)(\mathbf r_A\cdot\mathbf m_B).
$$

In Cartesian components the energy becomes

$$
E=\frac{e^2}{m_e}\left(\frac{\mu_0}{4\pi}\right)^2
\sum_{ij}m_{A,i}\,m_{B,j}\int\rho\,T_{ij}\,dV,
$$

$$
T_{ij}=\frac{\delta_{ij}\,\mathbf r_A\cdot\mathbf r_B-r_{B,i}\,r_{A,j}}{r_A^3r_B^3}.
$$

In an isotropic liquid the molecule takes all orientations with equal probability, while the nuclear moments are referred to axes fixed in the laboratory. The tensor must be averaged over rotations. The averaged tensor cannot change under any further rotation. A half turn about $z$ reverses the signs of the $xz$, $yz$, $zx$ and $zy$ elements, so these vanish. A half turn about $x$ removes the $xy$ and $yx$ elements in the same way. A quarter turn about $z$ exchanges the $xx$ and $yy$ elements, and one about $x$ exchanges $yy$ and $zz$, so all three are equal. Rotation preserves the trace, and each diagonal element of the average is therefore one third of the original trace.

The trace of $\delta_{ij}$ is 3, and $\sum_i r_{B,i}r_{A,i}=\mathbf r_A\cdot\mathbf r_B$. Hence

$$
\frac13\sum_iT_{ii}
=\frac{(3-1)\,\mathbf r_A\cdot\mathbf r_B}{3\,r_A^3r_B^3}
=\frac23\,w,\qquad
w=\frac{\mathbf r_A\cdot\mathbf r_B}{r_A^3r_B^3}.
$$

The isotropic energy can be written $E_{\rm iso}=K\,\mathbf m_A\cdot\mathbf m_B$, where $K$ is the reduced coupling. Comparison gives

$$
K=\frac23\frac{e^2}{m_e}\left(\frac{\mu_0}{4\pi}\right)^2D,
\qquad D=\int\rho\,w\,dV .
$$

Everything in front of $D$ is positive. The integrand is proportional to $\mathbf r_A\cdot\mathbf r_B$ in the sense that the remaining factor, $\rho/(r_A^3r_B^3)$, is non-negative. That factor varies from point to point, so it affects the size of a contribution but cannot change its sign.

To locate the sign, let $\mathbf s$ be the electron position measured from the midpoint of AB, let $a=R/2$, and let $\mathbf n$ be the unit vector from A to B. Then A lies at $-a\mathbf n$ and B at $+a\mathbf n$, so

$$
\mathbf r_A=\mathbf s+a\mathbf n,\qquad
\mathbf r_B=\mathbf s-a\mathbf n.
$$

In their scalar product the mixed terms $-a\,\mathbf s\cdot\mathbf n$ and $+a\,\mathbf n\cdot\mathbf s$ cancel, leaving

$$
\mathbf r_A\cdot\mathbf r_B=s^2-a^2 .
$$

This is negative for $s<a$, zero for $s=a$ and positive for $s>a$. The surface $s=a$ is the sphere having AB as a diameter. Density inside it contributes negatively to $K$, and density outside contributes positively. On the surface the contribution is zero, except that $w$ is undefined at the two nuclei, which lie on the sphere.

The same result can be read as a statement about angles. If $\theta$ is the angle between $\mathbf r_A$ and $\mathbf r_B$, then $w=\cos\theta/(r_A^2r_B^2)$. Seen from the electron, the segment AB subtends an obtuse angle inside the sphere, a right angle on it and an acute angle outside.

The magnitude of $w$ is far from uniform. On the line through the nuclei, at coordinate $z$ from the midpoint, $r_Ar_B=|z^2-a^2|$, so

$$
w=\frac{z^2-a^2}{|z^2-a^2|^3}
=\frac{\operatorname{sgn}(z^2-a^2)}{(z^2-a^2)^2}.
$$

At the midpoint this is $-1/a^4$. At $z=2a$ it is $+1/(9a^4)$. In the plane that bisects AB, $r_A^2=r_B^2=s^2+a^2$ and $w=(s^2-a^2)/(s^2+a^2)^3$, which rises from $-1/a^4$ through zero at $s=a$. Far away in any direction both distances approach $s$, and $w$ approaches $1/s^4$.

The rule applies to the rotational average, and the separate tensor components behave differently. Take $z$ along AB, and let $z_A=z+a$ and $z_B=z-a$. The $x$ and $y$ components of $\mathbf r_A$ and $\mathbf r_B$ are the same, so the numerators of the diagonal elements are

$$
\begin{aligned}
T_{zz}:&\quad (x^2+y^2+z_Az_B)-z_Az_B=x^2+y^2,\\
T_{xx}:&\quad (x^2+y^2+z_Az_B)-x^2=y^2+z^2-a^2,\\
T_{yy}:&\quad (x^2+y^2+z_Az_B)-y^2=x^2+z^2-a^2 .
\end{aligned}
$$

Their sum is $2(s^2-a^2)$, as it must be. The component along the internuclear axis is never negative. Each perpendicular component is negative within a cylinder of radius $a$ whose axis passes through the midpoint in the direction of the moments. The sphere appears when the three are added.

Currents give this a physical picture. The potential of A adds $e\mathbf A_A/m_e$ to the electron velocity operator, and hence a diamagnetic current density $\mathbf j_A=-(e^2/m_e)\rho\mathbf A_A$. The bilinear energy is then $-\int\mathbf j_A\cdot\mathbf A_B\,dV$. Its sign depends on whether the two potentials circulate in the same direction at the electron. For moments along $z$, both potentials are proportional to $(-y,x,0)$ with positive factors, so they are parallel. For moments along $x$, they are proportional to $(0,-z_A,y)$ and $(0,-z_B,y)$. At a point on the axis between the nuclei, $y=0$, $z_A>0$ and $z_B<0$, so the circulations oppose one another. Beyond either nucleus $z_A$ and $z_B$ have equal signs, and the circulations agree.

The coupling constant $J$, in hertz, has a further sign to trace. With $\mathbf m_K=\gamma_K\hbar\mathbf I_K$, where $\mathbf I_K$ is the dimensionless nuclear spin and $\gamma_K$ the gyromagnetic ratio, and with the convention $E_{\rm iso}=hJ\,\mathbf I_A\cdot\mathbf I_B$,

$$
hJ=\hbar^2\gamma_A\gamma_BK,\qquad
J=\frac{\hbar\gamma_A\gamma_B}{2\pi}K,
$$

because $\hbar/h=1/(2\pi)$. The sphere rule holds for $J$ as stated when $\gamma_A\gamma_B>0$. When the gyromagnetic ratios have opposite signs, density inside the sphere contributes positively to $J$ and density outside contributes negatively.

The rule also belongs to the chosen gauge. Replace $\mathbf A_K$ by $\mathbf A_K+\nabla\chi_K$, with $\chi_K$ linear in $\mathbf m_K$, and let $\chi=\chi_A+\chi_B$. If the wave function of each electron is multiplied by $\exp(-ie\chi/\hbar)$, the operator $\mathbf p$ acting on this factor produces $-e\nabla\chi$, which cancels the added potential. The energies are unchanged. The product $\mathbf A_A\cdot\mathbf A_B$, however, has become $(\mathbf A_A+\nabla\chi_A)\cdot(\mathbf A_B+\nabla\chi_B)$. The diamagnetic part has changed, and the second-order part has changed by the opposite amount. The sphere rule is therefore a property of the diamagnetic term built from the dipole potentials above, and it does not determine the sign of the complete coupling.

## How the two regions combine in a density

The nuclei A and B are separated by $R=2a$, $\mathbf r_A$ and $\mathbf r_B$ point from them to the electron, and $s$ is the electron's distance from their midpoint. The isotropic diamagnetic spin-orbit coupling $K$ is a positive constant times

$$
D=\int\rho\,w\,dV,\qquad
w=\frac{\mathbf r_A\cdot\mathbf r_B}{r_A^3r_B^3}
=\frac{s^2-a^2}{r_A^3r_B^3},
$$

where $\rho$ is the electron number density. The weight $w$ is negative for $s<a$ and positive for $s>a$. This settles the sign of each local contribution. The sign of their sum depends on how the density is distributed within each region.

The regions nearest the nuclei need care, since $w$ diverges there. Close to A, $\mathbf r_B$ approaches $-R\mathbf n$, with $\mathbf n$ the unit vector from A to B. If $\gamma$ is the angle between $\mathbf r_A$ and $\mathbf n$, then

$$
w\simeq\frac{-r_AR\cos\gamma}{r_A^3R^3}
=-\frac{\cos\gamma}{r_A^2R^2}.
$$

The volume element contains $r_A^2\,dr_A$, which cancels the divergence, so the integral is finite for a bounded density. The weight is negative on the side facing B and positive on the far side.

The total weight at a given distance from the midpoint can be found in closed form. Let $c$ be the cosine of the angle between $\mathbf s$ and $\mathbf n$. Then $r_A^2=s^2+a^2+2asc$ and $r_B^2=s^2+a^2-2asc$. With $P=s^2+a^2$ and $Q=2as$, their product is $P^2-Q^2c^2$, and integration over directions gives

$$
W(s)=2\pi(s^2-a^2)\int_{-1}^{1}\frac{dc}{(P^2-Q^2c^2)^{3/2}}
=2\pi(s^2-a^2)\left[\frac{c}{P^2\sqrt{P^2-Q^2c^2}}\right]_{-1}^{1}.
$$

Differentiating the bracket produces the numerator $(P^2-Q^2c^2)+Q^2c^2=P^2$, which confirms the antiderivative. At both limits the root is $\sqrt{P^2-Q^2}=|s^2-a^2|$, so

$$
W(s)=\frac{4\pi\,\operatorname{sgn}(s-a)}{(s^2+a^2)^2}.
$$

This jumps at $s=a$, although $w$ vanishes on the sphere away from the nuclei. For directions outside any fixed small cones around the axis, $w$ tends uniformly to zero as $s\to a$. The finite limits on the two sides must therefore come from the cones, that is, from the neighbourhoods of the nuclei.

A uniform density shows the balance of the two regions without any preference for one place. For unit density and $x=s/a$, the inside part is

$$
D_{\rm in}=-\frac{4\pi}{a}\int_0^1\frac{x^2\,dx}{(1+x^2)^2}
=-\frac{4\pi}{a}\left[\frac12\left(\arctan x-\frac{x}{1+x^2}\right)\right]_0^1 .
$$

The derivative of the bracket is $\frac12[(1+x^2)-(1-x^2)]/(1+x^2)^2$, which is the integrand. Its value is $\pi/8-1/4$ at $x=1$ and $\pi/4$ at infinity. Since $4\pi/a=8\pi/R$,

$$
D_{\rm in}=-\frac{4\pi}{R}\left(\frac{\pi}{4}-\frac12\right),\qquad
D_{\rm out}=+\frac{4\pi}{R}\left(\frac{\pi}{4}+\frac12\right),
$$

and the sum is $4\pi/R$. For $R=2$ bohr and one electron per cubic bohr the parts are $-1.793$ and $+8.076$, with sum $6.283$ bohr$^{-4}$. A uniform density thus gives a positive coupling.

Density that is spherical about one nucleus behaves in a different way. Since $\nabla(1/r_K)=-\mathbf r_K/r_K^3$, the weight is $w=\nabla(1/r_A)\cdot\nabla(1/r_B)$. The first gradient is radial about A, so with $r=r_A$

$$
w=-\frac1{r^2}\frac{\partial}{\partial r}\frac1{r_B}.
$$

Now let $c$ be the cosine of the angle at A, so that $r_B^2=r^2+R^2-2rRc$. The average of $1/r_B$ over a sphere about A is

$$
\left\langle\frac1{r_B}\right\rangle
=\frac12\int_{-1}^{1}\frac{dc}{\sqrt{r^2+R^2-2rRc}}
=\frac{r+R-|r-R|}{2rR}.
$$

This equals $1/R$ for $r<R$ and $1/r$ for $r>R$. Its radial derivative is zero in the first case and $-1/r^2$ in the second. The average of $w$ is therefore zero for $r<R$ and $1/r^4$ for $r>R$, and

$$
D=\int_R^\infty\frac{\rho(r)}{r^4}\,4\pi r^2\,dr
=4\pi\int_R^\infty\frac{\rho(r)}{r^2}\,dr .
$$

On every shell with $r<R$ the negative contribution from inside the midpoint sphere cancels the positive contribution from outside it. What remains comes from the tail of the density beyond the other nucleus, and it cannot be negative. In a model built from atomic orbitals that are spherical about A or B, a negative total must come from products of orbitals on different nuclei.

To follow such a case, take normalized Slater functions $\phi_K=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_K}$ and place two electrons in either $\phi_A+\phi_B$ or $\phi_A-\phi_B$. These are model orbitals and do not represent a particular molecule. With $S=\int\phi_A\phi_B\,dV$, the square of the unnormalized orbital integrates to $2(1\pm S)$. The two-electron density is

$$
\rho_\pm=\frac{2(\phi_A\pm\phi_B)^2}{2(1\pm S)}
=\frac{\phi_A^2+\phi_B^2\pm2\phi_A\phi_B}{1\pm S}.
$$

The upper sign is bonding and the lower antibonding. The product $\phi_A\phi_B$ depends on $r_A+r_B$ alone, which suggests the coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with $\xi\ge1$ and $-1\le\eta\le1$. Then $r_A=a(\xi+\eta)$ and $r_B=a(\xi-\eta)$. From $r_A^2+r_B^2=2s^2+2a^2$ and $r_A^2-r_B^2=4az$,

$$
s^2-a^2=a^2(\xi^2+\eta^2-2),\qquad z=a\xi\eta .
$$

The squared distance from the axis is $d^2=s^2-z^2=a^2(\xi^2-1)(1-\eta^2)$. The volume element is $\frac12\,d(d^2)\,dz\,d\varphi$, with $\varphi$ the angle about the axis. The Jacobian of $(d^2,z)$ with respect to $(\xi,\eta)$ is

$$
2a^3[\xi^2(1-\eta^2)+\eta^2(\xi^2-1)]=2a^3(\xi^2-\eta^2),
$$

so $dV=a^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. Because $r_Ar_B=a^2(\xi^2-\eta^2)$,

$$
w\,dV=\frac1a\,\frac{\xi^2+\eta^2-2}{(\xi^2-\eta^2)^2}\,d\xi\,d\eta\,d\varphi .
$$

Write the numerator as $-(\xi^2-\eta^2)+2(\xi^2-1)$ and let $L=\operatorname{artanh}(1/\xi)$. The two integrals needed are

$$
\int_{-1}^{1}\frac{d\eta}{\xi^2-\eta^2}=\frac{2L}{\xi},\qquad
\int_{-1}^{1}\frac{d\eta}{(\xi^2-\eta^2)^2}
=\frac1{\xi^2(\xi^2-1)}+\frac{L}{\xi^3}.
$$

The second follows from the antiderivative $\eta/[2\xi^2(\xi^2-\eta^2)]+\operatorname{artanh}(\eta/\xi)/(2\xi^3)$. Combining them gives

$$
G(\xi)=-\frac{2L}{\xi}+\frac2{\xi^2}+\frac{2(\xi^2-1)L}{\xi^3}
=\frac2{\xi^2}\left(1-\frac L\xi\right).
$$

The angle $\varphi$ supplies $2\pi$, and $2\pi/a=4\pi/R$. With $p=\zeta R$ the overlap density contributes

$$
D_{AB}=\frac{4\pi}{R}\int_1^\infty\frac{\zeta^3}{\pi}e^{-p\xi}\,G(\xi)\,d\xi .
$$

Near the segment AB, $\xi$ approaches 1, $L$ grows without bound and $G$ is negative. Since $L/\xi$ decreases with $\xi$, $G$ changes sign once and is positive on larger ellipsoids. For large $p$ the exponential favours the negative region and the integral is negative. For small $p$ the integral, apart from the positive factor $\zeta^3/\pi$, approaches $\int_1^\infty G\,d\xi$, which equals 1 by the uniform-density result, so $D_{AB}$ is positive. Overlap density therefore has no fixed sign of its own.

The same coordinates give the overlap:

$$
S=\frac{p^3}{4}\int_1^\infty e^{-p\xi}\left(2\xi^2-\frac23\right)d\xi
=e^{-p}\left(1+p+\frac{p^2}{3}\right).
$$

For $R=2$ bohr and $\zeta=1$ bohr$^{-1}$, $p=2$ and $S=0.5865$. The two atomic densities together give $-0.2534$ inside the sphere and $+0.2662$ outside, a sum of $0.0128$ bohr$^{-4}$. The cancellation leaves about 5% of the outside part. The overlap density gives $-0.0671$ inside and $+0.0466$ outside, so $D_{AB}=-0.0205$ bohr$^{-4}$. The orbital totals are

$$
D_+=\frac{0.0128-2(0.0205)}{1.5865}=-0.0178\ \text{bohr}^{-4},
$$

$$
D_-=\frac{0.0128+2(0.0205)}{0.4135}=+0.130\ \text{bohr}^{-4}.
$$

The bonding orbital has 0.369 electrons inside the sphere and 1.631 outside, yet its total is negative. The inside part is $-0.2444$ and the outside part $+0.2266$ bohr$^{-4}$. Dividing each by its electron number gives mean weights of $-0.66$ and $+0.14$ bohr$^{-4}$, so the few electrons inside count for more. This outcome belongs to $p=2$ and is not a property of bonding orbitals as such: in the same model the bonding total is positive for $p$ below about 1.6, and $D_{AB}$ is positive for $p$ below about 1.3.

The antibonding orbital has fewer electrons inside, 0.216, but its inside part is more negative, $-0.2881$ bohr$^{-4}$. The decomposition shows how this happens. Subtracting the overlap reduces the size of the numerator, but the smaller normalization denominator more than makes up for it:

$$
\frac{-0.2534+2(0.0671)}{0.4135}=-0.288\ \text{bohr}^{-4}.
$$

The mean weight inside is now $-1.34$ bohr$^{-4}$, larger in size than the midpoint value of $-1$ bohr$^{-4}$. The positive total arises because the outside part rises to $+0.4181$ bohr$^{-4}$. From bonding to antibonding, the outside part changes by $+0.192$ and the inside part by $-0.044$ bohr$^{-4}$. Counting electrons in the two regions would have predicted the wrong direction for the inside change.

The positive constant is $K/D=2.396\times10^{19}$ T$^2$ J$^{-1}$ bohr$^4$. It gives $K=-0.043\times10^{19}$ T$^2$ J$^{-1}$ for the bonding density and $+0.312\times10^{19}$ T$^2$ J$^{-1}$ for the antibonding one. For model gyromagnetic ratios $\gamma_A=2.0\times10^8$ and $\gamma_B=1.0\times10^8$ rad s$^{-1}$ T$^{-1}$, the relation $J=\hbar\gamma_A\gamma_BK/(2\pi)$ gives $-0.14$ Hz and $+1.05$ Hz. Reversing the sign of $\gamma_B$ reverses both values of $J$ and leaves $K$ unchanged. These are diamagnetic spin-orbit terms of a model density, without the second-order mechanisms that belong to a complete coupling. The numerical output below lists the separate contributions.

The sphere rule thus supports a definite statement about a change in density: moving a small amount from a point outside the sphere to a point inside lowers $D$, because $w$ passes from a positive to a negative value. For a move within one region the sign of $w$ is not enough, and its values at the two points must be compared.

## Computed values

```
Distance R = 2.0 bohr
Sphere radius a = 1.0 bohr
Slater exponent = 1.0 bohr^-1
Overlap S = 0.586453
w at midpoint = -1.000000 bohr^-4
w on axis at s=2a = 0.111111 bohr^-4
Uniform density of 1 electron/bohr^3:
  D inside  = -1.793210 bohr^-4
  D outside = 8.076395 bohr^-4
  D total   = 6.283185 bohr^-4
Sum of two atomic densities (one electron each):
  D inside  = -0.253399 bohr^-4
  D outside = 0.266192 bohr^-4
  D total   = 0.012793 bohr^-4
  D of one atom, 1D formula = 0.006396 bohr^-4
Overlap density phiA*phiB:
  D inside  = -0.067137 bohr^-4
  D outside = 0.046635 bohr^-4
  D total, 1D formula = -0.020503 bohr^-4
K per unit D = 2.395720 x 10^19 T^2 J^-1 bohr^4
gamma A = 2.0e+08 rad s^-1 T^-1
gamma B = +/-1.0e+08 rad s^-1 T^-1
Two electrons, bonding orbital:
  electrons inside  = 0.368620
  electrons outside = 1.631380
  D inside  = -0.244365 bohr^-4
  D outside = 0.226582 bohr^-4
  D total   = -0.017783 bohr^-4
  K = -0.04260 x 10^19 T^2 J^-1
  J, gamma B positive = -0.1430 Hz
  J, gamma B negative = 0.1430 Hz
Two electrons, antibonding orbital:
  electrons inside  = 0.215696
  electrons outside = 1.784304
  D inside  = -0.288056 bohr^-4
  D outside = 0.418146 bohr^-4
  D total   = 0.130090 bohr^-4
  K = 0.31166 x 10^19 T^2 J^-1
  J, gamma B positive = 1.0462 Hz
  J, gamma B negative = -1.0462 Hz
```
